# Centred differences for steady drift-diffusion between fixed end densities: test program

```python
# Result under test: for steady drift-diffusion, v n' = D n'', with fixed end
# densities n0 != nL, centred differences on N equal cells of width h give
#   n_i = n0 + (nL-n0)(r^i-1)/(r^N-1),  r = (2+P)/(2-P),  P = v h/D,
# so successive node differences alternate in sign exactly when |P| > 2.
# v: drift velocity, D: diffusion coefficient, P: cell Peclet number.
# Lengths are in cm, densities in cm^-3, fields in V/cm.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq


def solve_nodes(v, D, length, left, right, cells, scheme="centred"):
    """Assemble the difference equations and solve them directly."""
    h = length / cells
    A = np.zeros((cells + 1, cells + 1))
    b = np.zeros(cells + 1)
    A[0, 0] = A[-1, -1] = 1.0
    b[0], b[-1] = left, right
    for i in range(1, cells):
        if scheme == "exponential":
            p = v * h / D
            from_left = -p / np.expm1(-p)
            from_right = p / np.expm1(p)
            A[i, i-1:i+2] = [-from_left, from_left + from_right, -from_right]
            continue
        A[i, i-1:i+2] = -D / h**2 * np.array([1.0, -2.0, 1.0])
        if scheme == "centred":
            A[i, i-1:i+2] += v / (2*h) * np.array([-1.0, 0.0, 1.0])
        else:  # upwind for v > 0
            A[i, i-1:i+2] += v / h * np.array([-1.0, 1.0, 0.0])
    return np.linalg.solve(A, b)


def closed_form(P, left, right, cells):
    r = (2 + P) / (2 - P)
    i = np.arange(cells + 1)
    return left + (right - left) * (r**i - 1) / (r**cells - 1)


def continuum(x, v, D, length, left, right):
    return left + (right-left) * np.expm1(v*x/D) / np.expm1(v*length/D)


# Continuum solution and small-P behaviour, symbolically
x, vs, Ds, Ls, a0, aL, p = sp.symbols("x v D L a0 aL p", positive=True)
ns = a0 + (aL-a0)*(sp.exp(vs*x/Ds)-1)/(sp.exp(vs*Ls/Ds)-1)
assert sp.simplify(vs*sp.diff(ns, x) - Ds*sp.diff(ns, x, 2)) == 0
assert sp.simplify(ns.subs(x, 0)-a0) == 0
assert sp.simplify(ns.subs(x, Ls)-aL) == 0
gap_series = sp.series((2+p)/(2-p) - sp.exp(p), p, 0, 4).removeO()
assert sp.simplify(gap_series - p**3/12) == 0

# Direct solutions against the closed form, and their sign patterns
for P in (-8.0, -3.0, -1.5, -0.4, 0.4, 1.5, 1.9, 2.5, 3.0, 8.0, 30.0):
    for cells in (2, 3, 6, 7):
        for left, right in ((1.0, 0.1), (0.1, 1.0)):
            n = solve_nodes(P, 1.0, cells, left, right, cells)
            assert np.allclose(n, closed_form(P, left, right, cells),
                               rtol=1e-10, atol=1e-12)
            d = np.diff(n)
            if abs(P) > 2:
                assert np.all(d[1:] * d[:-1] < 0)
            else:
                assert np.all(d * (right-left) > 0)
            if P > 2:
                assert (n[-2]-left) * (right-left) < 0
threshold = brentq(lambda P: np.diff(
    solve_nodes(P, 1.0, 6, 1.0, 0.1, 6))[-2], 1.0, 4.0, xtol=1e-12)
assert abs(threshold - 2) < 1e-9
assert np.allclose(solve_nodes(2.0, 1.0, 6, 1.0, 0.1, 6)[:-1], 1.0)
assert np.allclose(solve_nodes(-2.0, 1.0, 6, 1.0, 0.1, 6)[1:], 0.1)
assert np.allclose(solve_nodes(0.0, 1.0, 6, 1.0, 0.1, 6),
                   np.linspace(1.0, 0.1, 7))
assert np.allclose(solve_nodes(5.0, 1.0, 6, 1.0, 1.0, 6), 1.0)

# Example: trace K+ ions in nitrogen; mobility is a rough typical value
pressure, temperature = 1.0, 300.0
reduced_mobility = 2.5
field, length, n0, nL, cells = 1.0, 0.5, 1.0e4, 1.0e3, 6
mobility = reduced_mobility * (760/pressure) * (temperature/273.15)
thermal_voltage = const.k * temperature / const.e
v, D = mobility*field, mobility*thermal_voltage
h = length/cells
P = v*h/D
r = (2+P)/(2-P)
layer = D/v
nodes = np.linspace(0, length, cells+1)
centred = solve_nodes(v, D, length, n0, nL, cells)
exact = continuum(nodes, v, D, length, n0, nL)
upwind = solve_nodes(v, D, length, n0, nL, cells, "upwind")
exponential = solve_nodes(v, D, length, n0, nL, cells, "exponential")
swapped = solve_nodes(v, D, length, nL, n0, cells)
swapped_exact = continuum(nodes, v, D, length, nL, n0)
assert np.allclose(centred, closed_form(P, n0, nL, cells), rtol=1e-10)
assert np.allclose(exponential, exact, rtol=1e-10)
assert np.all(np.diff(upwind) < 0)
assert swapped.min() < 0 < swapped_exact.min()
assert np.allclose(upwind, solve_nodes(v, D+v*h/2, length, n0, nL, cells))
upwind_ratio = np.diff(upwind)[-1] / np.diff(upwind)[-2]
assert abs(upwind_ratio - (1+P)) < 1e-8

# Cell voltage drop controls P, and the discrete flux is uniform
assert abs(P - field*h/thermal_voltage) < 1e-12
face_flux = v*(centred[1:]+centred[:-1])/2 - D*np.diff(centred)/h
flux_formula = v*(n0 - (nL-n0)/(r**cells-1))
assert np.allclose(face_flux, flux_formula, rtol=1e-10)
exact_flux = v*(n0 - (nL-n0)/np.expm1(v*length/D))

# Overshoot and its limit for many cells at the same P
overshoot = (centred[-2]-n0)/(n0-nL)
many = solve_nodes(P, 1.0, 30, n0, nL, 30)
overshoot_limit = (P-2)/(P+2)
assert abs((many[-2]-n0)/(n0-nL) - overshoot_limit) < 1e-10

# Smallest clean mesh found by direct solution, then convergence order
clean = [N for N in range(2, 41) if
         solve_nodes(v, D, length, n0, nL, N).max() < n0*(1+1e-9)]
first_clean = clean[0]
assert clean == list(range(first_clean, 41))
assert first_clean == int(np.floor(v*length/(2*D))) + 1
fine = solve_nodes(v, D, length, n0, nL, first_clean)
fine_x = np.linspace(0, length, first_clean+1)
fine_exact = continuum(fine_x, v, D, length, n0, nL)
errors = []
for N in (160, 320):
    xx = np.linspace(0, length, N+1)
    errors.append(np.max(np.abs(solve_nodes(v, D, length, n0, nL, N)
                                - continuum(xx, v, D, length, n0, nL))))
error_ratio = errors[0]/errors[1]
assert abs(error_ratio-4) < 0.1

# Sizes of neglected effects, evaluated in SI where convenient
ion_mass, gas_mass = 39.10*const.atomic_mass, 28.01*const.atomic_mass
v_si = v*1e-2
thermal_speed = np.sqrt(const.k*temperature/ion_mass)
collision_rate = const.e/(ion_mass*mobility*1e-4)
collision_length = thermal_speed/collision_rate*100
mean_speed = np.sqrt(8/np.pi)*thermal_speed
wall_fraction = 2*exact_flux*1e-2/(mean_speed*n0)
space_field = const.e*n0*1e6*length*1e-2/const.epsilon_0/100
heating = gas_mass*v_si**2/(3*const.k)
transit = length/v
spread = np.sqrt(2*D*transit)
gas_density = pressure*const.torr/(const.k*temperature)*1e-6
cluster_rate = 1e-31  # assumed rough size, cm^6/s, forward reaction only
cluster_fraction = 1-np.exp(-cluster_rate*gas_density**2*transit)
reduced_field = field/gas_density*1e17

print(f"pressure {pressure:.1f} Torr; temperature {temperature:.0f} K")
print(f"reduced mobility (rough input) {reduced_mobility:.1f} cm2/Vs")
print(f"mobility at working pressure {mobility:.0f} cm2/Vs")
print(f"field {field:.1f} V/cm; gap {length:.2f} cm")
print(f"end densities {n0:.0f} and {nL:.0f} cm^-3")
print(f"thermal voltage kT/e {thermal_voltage*1000:.2f} mV")
print(f"threshold cell voltage 2kT/e {2*thermal_voltage*1000:.2f} mV")
print(f"drift velocity {v:.0f} cm/s; diffusion coefficient {D:.2f} cm2/s")
print(f"layer thickness D/v {layer:.5f} cm")
print(f"whole-gap Peclet number vL/D {v*length/D:.3f}")
print(f"cells {cells}; cell width {h:.5f} cm")
print(f"voltage drop per cell {field*h*1000:.2f} mV")
print(f"cell Peclet number P {P:.4f}; centred ratio r {r:.4f}")
print(f"true node ratio exp(P) {np.exp(P):.3f}; upwind {upwind_ratio:.4f}")
print(f"neighbour weights: left {(1+P/2)/2:.4f}, right {(1-P/2)/2:.4f}")
print(f"threshold P found from direct solutions {threshold:.9f}")
print("node, x (cm), densities (cm^-3): centred, exact, upwind")
for i in range(cells+1):
    print(f"{i} {nodes[i]:.4f} {centred[i]:.2f} {exact[i]:.2f} {upwind[i]:.2f}")
print("centred node differences (cm^-3): "
      + ", ".join(f"{d:.2f}" for d in np.diff(centred)))
print(f"overshoot / end-density difference {overshoot:.5f}")
print(f"many-cell limit of this fraction {overshoot_limit:.5f}")
print(f"flux (cm^-2 s^-1): centred {flux_formula:.5e}, exact {exact_flux:.5e}")
print("exchanged ends, centred densities (cm^-3): "
      + ", ".join(f"{q:.1f}" for q in swapped))
print(f"exchanged ends, exact density at node 5 {swapped_exact[5]:.1f} cm^-3")
print(f"upwind added diffusion vh/2 {v*h/2:.2f} cm2/s")
print(f"smallest mesh without overshoot {first_clean} cells")
print(f"its P {v*length/first_clean/D:.4f}")
print(f"its last interior density (cm^-3): centred {fine[-2]:.1f}, "
      f"exact {fine_exact[-2]:.1f}")
print(f"error ratio from 160 to 320 cells {error_ratio:.3f}")
print(f"collision length {collision_length:.5f} cm")
print(f"collision length / layer thickness {collision_length/layer:.4f}")
print(f"absorbing-wall density / n0, kinetic estimate {wall_fraction:.4f}")
print(f"space-charge field bound {space_field:.5f} V/cm")
print(f"ion heating by drift {heating:.3f} K")
print(f"reduced field {reduced_field:.2f} Td")
print(f"transit time {transit*1e6:.1f} us; sideways spread {spread:.3f} cm")
print(f"assumed rough clustering coefficient {cluster_rate:.0e} cm^6/s")
print(f"clustered fraction, no break-up {cluster_fraction:.4f}")
print("all good")
```

Running it gives:

```
pressure 1.0 Torr; temperature 300 K
reduced mobility (rough input) 2.5 cm2/Vs
mobility at working pressure 2087 cm2/Vs
field 1.0 V/cm; gap 0.50 cm
end densities 10000 and 1000 cm^-3
thermal voltage kT/e 25.85 mV
threshold cell voltage 2kT/e 51.70 mV
drift velocity 2087 cm/s; diffusion coefficient 53.95 cm2/s
layer thickness D/v 0.02585 cm
whole-gap Peclet number vL/D 19.341
cells 6; cell width 0.08333 cm
voltage drop per cell 83.33 mV
cell Peclet number P 3.2235; centred ratio r -4.2694
true node ratio exp(P) 25.115; upwind 4.2235
neighbour weights: left 1.3059, right -0.3059
threshold P found from direct solutions 2.000000000
node, x (cm), densities (cm^-3): centred, exact, upwind
0 0.0000 10000.00 10000.00 10000.00
1 0.0833 10007.83 10000.00 9994.89
2 0.1667 9974.39 9999.98 9973.30
3 0.2500 10117.16 9999.43 9882.10
4 0.3333 9507.65 9985.73 9496.95
5 0.4167 12109.87 9641.65 7870.26
6 0.5000 1000.00 1000.00 1000.00
centred node differences (cm^-3): 7.83, -33.44, 142.76, -609.51, 2602.23, -11109.87
overshoot / end-density difference 0.23443
many-cell limit of this fraction 0.23423
flux (cm^-2 s^-1): centred 2.08708e+07, exact 2.08677e+07
exchanged ends, centred densities (cm^-3): 1000.0, 992.2, 1025.6, 882.8, 1492.4, -1109.9, 10000.0
exchanged ends, exact density at node 5 1358.3 cm^-3
upwind added diffusion vh/2 86.95 cm2/s
smallest mesh without overshoot 10 cells
its P 1.9341
its last interior density (cm^-3): centred 9849.2, exact 8699.0
error ratio from 160 to 320 cells 4.004
collision length 0.00214 cm
collision length / layer thickness 0.0826
absorbing-wall density / n0, kinetic estimate 0.1035
space-charge field bound 0.00905 V/cm
ion heating by drift 0.489 K
reduced field 3.11 Td
transit time 239.6 us; sideways spread 0.161 cm
assumed rough clustering coefficient 1e-31 cm^6/s
clustered fraction, no break-up 0.0245
all good
```
